# Oxygen chemical potential from the ideal-gas partition function of O₂

## Question

I need the oxygen chemical potential for a surface in contact with O₂ gas. The values I am supposed to reproduce, at 1 atm, are $-0.27$ eV at 300 K and $-0.61$ eV at 600 K, per oxygen atom.

I treated O₂ as an ideal gas and included translation, rotation, vibration and a factor 3 for the triplet ground state. My energy zero is half the electronic energy of the molecule at its equilibrium bond length. I get $-0.22$ eV and $-0.56$ eV. The discrepancy is 0.05 eV at both temperatures, so it does not look like a wrong factor inside a logarithm.

What have I missed? I would also like to understand why the rotational partition function is divided by 2, and whether the triplet factor matters at this accuracy.

## Answer

Your partition function is probably right and your energy zero is different. The target values are measured from half the energy of the molecule at 0 K, which includes its zero-point vibration. Yours are measured from the bare electronic minimum. The two zeros differ by a constant, which is why your discrepancy does not grow with temperature. The full calculation below shows where that constant enters and answers your other two questions.

I use Hartree atomic units in the derivation ($\hbar=1$, electron mass $=1$) and quote energies in eV.

### From the molecule to the atom

If the surface and the gas are in equilibrium, moving one O₂ molecule from the gas into the solid as two O atoms leaves the total Gibbs energy unchanged to first order. Hence $2\mu_{\rm O}=\mu_{{\rm O}_2}$. Let $E_{\rm el}$ be the electronic energy at the equilibrium bond length and $\omega$ the vibrational quantum. In the harmonic approximation the vibrational ground level is

$$E_0=E_{\rm el}+\tfrac12\omega ,$$

and the quantity to compute is

$$\Delta\mu_{\rm O}(T,p)=\tfrac12\left[\mu_{{\rm O}_2}(T,p)-E_0\right].$$

For $N$ independent, identical molecules in a dilute gas, the free energy is $F=-kT\ln(q^N/N!)$, where $q$ is the partition function of one molecule. Adding a molecule at fixed $T$ and $V$ gives

$$\mu_{{\rm O}_2}=F(N+1)-F(N)=-kT\left[\ln q-\ln(N+1)\right]\simeq-kT\ln\frac{q}{N}.$$

I treat the molecule as a rigid rotor and a harmonic oscillator, so its energy is a sum of separate parts. Measured from $E_0$, the partition function is then a product, $q=q_{\rm tr}\,q_{\rm rot}\,q_{\rm vib}\,q_{\rm el}$.

### Translation

In a cubic box of side $L$, a molecule of mass $m$ has levels $n^2\pi^2/(2mL^2)$ for each direction, with $n=1,2,\dots$ For a macroscopic box these are so closely spaced that the sum becomes an integral. With $a=\pi^2/(2mL^2kT)$,

$$\sum_{n\ge1}e^{-an^2}\simeq\int_0^\infty e^{-an^2}dn=\frac12\sqrt{\frac{\pi}{a}}=L\sqrt{\frac{mkT}{2\pi}}=\frac{L}{\lambda},\qquad \lambda=\sqrt{\frac{2\pi}{mkT}} .$$

Three directions give $q_{\rm tr}=V/\lambda^3$. The ideal-gas law $V/N=kT/p$ then gives

$$\frac{q_{\rm tr}}{N}=\frac{kT}{p\lambda^3}.$$

This is the volume per molecule in units of $\lambda^3$. It must be large for the $N!$ counting to hold, and at 1 atm it is about $7\times10^6$ at 300 K and $4\times10^7$ at 600 K.

### Rotation, and the factor 2

The rotor levels are $BN(N+1)$, each with $2N+1$ states; here $N$ is the rotational quantum number. With bond length $r$ and atomic mass $m_{\rm O}=m/2$, the moment of inertia is $I=\tfrac12 m_{\rm O}r^2$, and $B=1/(2I)$. If every $N$ were allowed and $kT\gg B$, the substitution $u=N(N+1)$, $du=(2N+1)\,dN$, would give

$$\sum_N(2N+1)e^{-BN(N+1)/kT}\simeq\int_0^\infty e^{-Bu/kT}du=\frac{kT}{B}.$$

However, the two ¹⁶O nuclei are identical bosons without spin, so the wavefunction must be unchanged when they are swapped. The swap reverses the unit vector $\mathbf n$ along the bond and multiplies the rotor function by $(-1)^N$.

The electronic factor also responds to the swap. The filled shells are unaffected. The two outer electrons occupy the two $\pi^*$ orbitals, which behave near the bond centre like $xz$ and $yz$, with $z$ along $\mathbf n$. In the triplet their spatial function is antisymmetric, and it transforms like

$$(x_1y_2-y_1x_2)\,z_1z_2=\left[\mathbf n\cdot(\mathbf r_1\times\mathbf r_2)\right](\mathbf n\cdot\mathbf r_1)(\mathbf n\cdot\mathbf r_2).$$

This contains $\mathbf n$ three times, so it changes sign. The rotor function must change sign too, which leaves only odd $N$. Allowed values are now two apart, so the integral is halved:

$$q_{\rm rot}\simeq\frac{kT}{2B}.$$

At 300 K the explicit sum over odd $N$ is 73.04 and $kT/(2B)$ is 72.87. The difference changes $\Delta\mu_{\rm O}$ by $-\tfrac12kT\ln(73.04/72.87)\approx-0.03$ meV. The sum over even $N$ is also 73.04, so at these temperatures it matters that one parity is missing, but not which one.

One small convention is hidden here. Energies are counted from $N=0$, which is forbidden. For the rigid rotor without spin coupling, the lowest allowed level, $N=1$, lies $2B$ higher, or $B\approx0.18$ meV per atom. The triplet also has a fine structure of roughly a few tenths of a meV, comparable to $2B$, which splits that level and which I neglect. Neither affects the second decimal in eV here.

### Vibration

Counted from the zero-point level, the oscillator energies are $0,\omega,2\omega,\dots$, a geometric series:

$$q_{\rm vib}=\sum_{v=0}^{\infty}e^{-v\omega/kT}=\frac{1}{1-e^{-\omega/kT}}.$$

The $\tfrac12\omega$ is absent because it is already in $E_0$. If you count from $E_{\rm el}$ instead, $q_{\rm vib}$ acquires a factor $e^{-\omega/2kT}$. That adds $+\omega/2$ to $\mu_{{\rm O}_2}-E_{\rm el}$, hence $+\omega/4$ per atom.

### The triplet

Two electrons in two degenerate orbitals have four spin-orbitals to choose from, which gives six states. Call the orbitals $x$ and $y$. Let $J$ be the Coulomb repulsion between an electron in $x$ and one in $y$, and $K$ the exchange integral. $K$ is the electrostatic self-repulsion of the charge distribution $xy$, so it is positive.

The repulsion $J_{xx}$ of two electrons in the same orbital follows from symmetry about the bond. Rotating the orbitals by 45° gives $x'=(x+y)/\sqrt2$ and $y'=(y-x)/\sqrt2$, whose product is $x'y'=(y^2-x^2)/2$. Since $K$ cannot change under this rotation,

$$K=\tfrac14\left(J_{xx}+J_{yy}-2J\right)=\tfrac12\left(J_{xx}-J\right)\quad\Rightarrow\quad J_{xx}=J+2K .$$

Within this two-orbital model the levels are as follows.

- With one electron in each orbital, the antisymmetric spatial function has energy $J-K$. It goes with the three triplet spin states.
- The symmetric spatial function has energy $J+K$ and goes with the one singlet spin state.
- The configurations $x^2$ and $y^2$ both have energy $J+2K$ and are coupled by $K$. They give $J+K$ and $J+3K$.

Relative to the lowest level, there are three states at 0, two at $2K$ and one at $4K$. The first gap in O₂ is roughly 1 eV. Even at 600 K, where $kT=0.0517$ eV, its Boltzmann factor is $e^{-1/0.0517}\approx4\times10^{-9}$. Thus $q_{\rm el}=3$ to far better than the accuracy needed.

### The formula

Putting the four factors into $-kT\ln(q/N)$ and halving gives

$$\boxed{\Delta\mu_{\rm O}=-\frac{kT}{2}\left[\ln\frac{kT}{p\lambda^3}+\ln\frac{kT}{2B}-\ln\left(1-e^{-\omega/kT}\right)+\ln3\right]}$$

### Numbers

The formula needs a mass, a bond length and a frequency. I took 16 u for the atomic mass, so $m=58332$ electron masses. The other two come from an unrestricted PBE calculation of triplet O₂ in the def2-SVP basis:

- bond length $r=2.293$ bohr, which gives $B=0.1774$ meV;
- force constant $k_f=0.785$ hartree/bohr², which with the reduced mass $m_{\rm O}/2=m/4$ gives $\omega=\sqrt{k_f/(m/4)}=0.1997$ eV.

These inputs carry the errors of the functional and of the small basis, and the harmonic model leaves out anharmonicity.

At 300 K, $kT=0.025852$ eV, or $9.500\times10^{-4}$ hartree. The thermal wavelength is

$$\lambda=\sqrt{\frac{2\pi}{58332\times9.500\times10^{-4}}}=0.3367\ \text{bohr}.$$

With 1 atm $=3.444\times10^{-9}$ hartree/bohr³, the volume per molecule is $kT/p=2.759\times10^5$ bohr³. The four logarithms are

$$\ln\frac{2.759\times10^5}{0.3367^3}=15.793,\qquad \ln\frac{25.852}{2\times0.1774}=4.289,$$

$$-\ln\left(1-e^{-0.1997/0.025852}\right)=0.0004,\qquad \ln3=1.099 .$$

Their sum is 21.181, so

$$\Delta\mu_{\rm O}(300\ {\rm K})=-\tfrac12(0.025852)(21.181)=-0.274\ \text{eV}.$$

At 600 K, $kT$ doubles. The translational argument scales as $T^{5/2}$, so its logarithm rises by $\tfrac52\ln2=1.733$ to 17.526. The rotational logarithm rises by $\ln2$ to 4.982. The vibrational one is now 0.021. The sum is 23.628, and

$$\Delta\mu_{\rm O}(600\ {\rm K})=-\tfrac12(0.051704)(23.628)=-0.611\ \text{eV}.$$

These round to the values you were given. The contributions, in eV per atom, are:

| | 300 K | 600 K |
|---|---|---|
| translation | −0.204 | −0.453 |
| rotation | −0.055 | −0.129 |
| vibration | −0.000 | −0.001 |
| triplet | −0.014 | −0.028 |

The numerical check below also sums the box, rotor, oscillator and electronic levels directly for a finite gas and takes $F(N+1)-F(N)$. It agrees with the formula within 0.05 meV.

### Your 0.05 eV, and the other factors

The zero-point energy per atom is $\omega/4=0.1997/4=0.050$ eV. Measured from the bare electronic minimum, the results are therefore

$$-0.274+0.050=-0.224\ \text{eV},\qquad -0.611+0.050=-0.561\ \text{eV},$$

which are your numbers. Either zero is legitimate if you use it consistently:

$$\mu_{\rm O}=\tfrac12E_{\rm el}+\tfrac14\omega+\Delta\mu_{\rm O}.$$

The error to avoid is adding $-0.27$ eV to $\tfrac12E_{\rm el}$ without the $\omega/4$, or adding your $-0.22$ eV to an energy that already contains it.

The triplet factor does matter. Without it you would get $-0.26$ and $-0.58$ eV. Without the 2 in $kT/(2B)$ you would get $-0.28$ and $-0.63$ eV. Both errors are proportional to $T$, unlike the zero-point shift, so comparing two temperatures tells them apart.

### Why it is negative, and how far to trust it

The entropy per atom is $s=-(\partial\Delta\mu_{\rm O}/\partial T)_p$, and the enthalpy per atom, from the same zero, is $h=\Delta\mu_{\rm O}+Ts$. These combine to $h=-T^2\,\partial(\Delta\mu_{\rm O}/T)/\partial T$. At fixed $p$, the first two logarithms together contribute $\tfrac72\ln T$ plus a constant. With $x=\omega/kT$ and $dx/dT=-x/T$, the vibrational term gives

$$\frac{d}{dT}\left[-\ln(1-e^{-x})\right]=-\frac{e^{-x}}{1-e^{-x}}\frac{dx}{dT}=\frac{1}{T}\,\frac{x}{e^x-1}.$$

Therefore

$$h=\frac{kT^2}{2}\left[\frac{7}{2T}+\frac1T\frac{x}{e^x-1}\right]=\frac12\left[\frac72kT+\frac{\omega}{e^{\omega/kT}-1}\right].$$

The $\tfrac72kT$ per molecule consists of $\tfrac32kT$ from translation, $kT$ from rotation and $kT$ from $pV$. At 300 K, $h=0.045$ eV while $Ts=0.319$ eV. Since $\Delta\mu_{\rm O}=h-Ts$ and $Ts$ is much larger than $h$, the chemical potential lies below the 0 K zero. It keeps falling on heating at fixed $p$ because its slope is $-s$ and $s$ is positive.

Pressure enters through the first logarithm alone:

$$\Delta\mu_{\rm O}(T,p)=\Delta\mu_{\rm O}(T,p_0)+\tfrac12kT\ln\frac{p}{p_0}.$$

At 600 K and $10^{-4}$ atm this gives $-0.611+0.02585\ln10^{-4}=-0.849$ eV.

The results are insensitive to the molecular inputs. At 600 K, a bond 1% longer lowers $\Delta\mu_{\rm O}$ by 0.5 meV, and a frequency 5% lower lowers it by 0.1 meV. With your energy zero the frequency matters more, because the same 5% changes $\omega/4$ by 2.5 meV.

The formula fails when its assumptions do: when the gas is dense or close to condensation, when $kT$ is no longer large compared with $B$, or when it is hot enough for anharmonicity, excited electronic states or dissociation to matter.

## Numbers as computed

```
O2, UKS PBE/def2-SVP, atomic mass 16 u
bond length = 2.2934 bohr
force constant = 0.7851 hartree/bohr^2
molecular mass = 58332.4 electron masses
vibrational quantum w = 0.1997 eV
rotational constant B = 0.1774 meV
1 atm = 3.4440e-09 hartree/bohr^3
two-electron model levels (K = 0.5 eV) = 0.00 0.00 0.00 1.00 1.00 2.00 eV
ground-level degeneracy = 3
--- T = 300 K, p = 1 atm ---
kT = 0.025852 eV; thermal wavelength = 0.33672 bohr
volume per molecule = 2.7586e+05 bohr^3
translation: log = 15.7932, part of dmu = -0.2041 eV
rotation: log = 4.2887, part of dmu = -0.0554 eV
vibration: log = 0.0004, part of dmu = -0.0000 eV
triplet: log = 1.0986, part of dmu = -0.0142 eV
rotor sums: odd 73.039, even 73.039, kT/(2B) 72.872
dmu formula = -0.2738 eV
dmu from level sums = -0.2738 eV
enthalpy h = 0.0453 eV; T*s = 0.3191 eV
dmu without triplet factor = -0.2596 eV
dmu without rotor symmetry factor = -0.2827 eV
dmu from bare electronic minimum = -0.2239 eV
--- T = 600 K, p = 1 atm ---
kT = 0.051704 eV; thermal wavelength = 0.23809 bohr
volume per molecule = 5.5171e+05 bohr^3
translation: log = 17.5261, part of dmu = -0.4531 eV
rotation: log = 4.9819, part of dmu = -0.1288 eV
vibration: log = 0.0213, part of dmu = -0.0005 eV
triplet: log = 1.0986, part of dmu = -0.0284 eV
rotor sums: odd 145.911, even 145.911, kT/(2B) 145.745
dmu formula = -0.6108 eV
dmu from level sums = -0.6109 eV
enthalpy h = 0.0926 eV; T*s = 0.7035 eV
dmu without triplet factor = -0.5824 eV
dmu without rotor symmetry factor = -0.6287 eV
dmu from bare electronic minimum = -0.5609 eV
--- pressure and sensitivity at 600 K ---
dmu at 1e-4 atm = -0.8489 eV
zero-point energy per atom w/4 = 0.0499 eV
bond 1% longer changes dmu by -0.514 meV
w 5% lower changes dmu by -0.119 meV
```
